# Tree-level photon scattering cancels in the 't Hooft-Veltman gauge, part 1

(Sections cited here and not found follow in the second part.)

Two X-ray beams cross in vacuum. Maxwell's equations are linear, so as long as virtual electron-positron pairs are ignored the beams pass through each other unchanged and the photon-photon amplitude is zero. To quantize the field one must fix a gauge, and the gauge condition may be nonlinear in the potential. The 't Hooft-Veltman choice uses the function $\partial\cdot A+\lambda A\cdot A$. Its square enters the Lagrangian and contains terms cubic and quartic in $A$, so the Feynman rules show photons interacting with photons, with a strength $\lambda$ that was chosen freely. The beams cannot depend on that choice, and the diagrams must cancel.

## Conventions

Hartree atomic units are used: $\hbar=e=4\pi\epsilon_0=1$ and $c=1/\alpha$. Fields are Gaussian, $x^0=ct$, $A^\mu=(\phi,\mathbf A)$, and the metric is $\eta=\mathrm{diag}(+,-,-,-)$. A photon of energy $\omega$ has $k^0=\omega/c$, in inverse bohr. The Lagrangian density and action are

$$L_G=\frac{\mathbf E^2-\mathbf B^2}{8\pi}-\frac{(\partial\cdot A+\lambda A\cdot A)^2}{8\pi\xi},\qquad \mathcal S=\int dt\,d^3x\,L_G .$$

The 't Hooft-Veltman form is $\xi=1$; here $\xi\neq0$ is kept general. All momenta are counted as incoming, with wave $\varepsilon^\mu e^{-ik\cdot x}$. An outgoing photon of momentum $p$ and polarization $e$ enters with $k=-p$ and $\varepsilon=e^*$. After that replacement all dot products are bilinear, with no further conjugation. A leg is called transverse if $k\cdot\varepsilon=0$. The invariants are $s=(k_1+k_2)^2$, $t=(k_1+k_3)^2$, $u=(k_1+k_4)^2$.

## The question

(a) Bring the action to canonical form, identify the dimensionless coupling $g$, and list the interaction terms. Explain why ghosts and charged matter do not enter the tree amplitude.

(b) Derive the propagator $D$ and evaluate $q\cdot D$ and $q\cdot D\cdot q$.

(c) Derive the cubic and quartic vertices and the three-photon amplitude.

(d) Show that the four-photon tree amplitude vanishes for transverse legs. State which assumptions are used.

(e) Find the amplitude when leg 1 is not transverse, and discuss polarization sums.

(f) Rewrite the theory with an auxiliary field, and use it to treat $\xi=0$ and any number of photons.

(g) Show from the classical field equation that the nonlinear part of the field is pure gauge.

(h) Evaluate every diagram for $\omega=930\,E_h$, $\theta=60^\circ$, $\lambda=\alpha$ a.u., with $\xi=1$ and $\xi=2$.

## Model answers

### (a) Canonical form

Let $F_{\mu\nu}=\partial_\mu A_\nu-\partial_\nu A_\mu$. Lowering a spatial index changes the sign, so $F_{0i}=-\partial_0A^i-\partial_i\phi=E_i$ and $F_{ij}=-(\partial_iA^j-\partial_jA^i)=-\epsilon_{ijk}B_k$. In $F_{\mu\nu}F^{\mu\nu}$ the components $0i$ and $i0$ each carry one metric sign and give $-2\mathbf E^2$, while the components $ij$ carry two and give $\epsilon_{ijk}\epsilon_{ijl}B_kB_l=2\mathbf B^2$. Hence $(\mathbf E^2-\mathbf B^2)/8\pi=-F^2/16\pi$. With $dt\,d^3x=d^4x/c$,

$$\mathcal S=\frac1{4\pi c}\int d^4x\left[-\tfrac14F^2-\frac1{2\xi}(\partial\cdot A+\lambda A\cdot A)^2\right].$$

Put $A=\sqrt{4\pi c}\,a$ and $f_{\mu\nu}=\partial_\mu a_\nu-\partial_\nu a_\mu$. Then $F^2=4\pi c\,f^2$, and $\partial\cdot A+\lambda A\cdot A=\sqrt{4\pi c}\,(\partial\cdot a+\lambda\sqrt{4\pi c}\;a\cdot a)$. The prefactor cancels:

$$\mathcal S=\int d^4x\,\mathcal L,\qquad \mathcal L=-\tfrac14f^2-\frac{G^2}{2\xi},\qquad G=\partial\cdot a+g\,a\cdot a,\qquad g=\lambda\sqrt{4\pi c}.$$

The action is a pure number ($\hbar=1$), so $(\partial a)^2$ has dimension length$^{-4}$ and $a$ is an inverse length. Both terms of $G$ are then length$^{-2}$, and $g$ is dimensionless. The constant $\lambda$ must turn a potential into a wave number, as $e/\hbar c=\alpha$ a.u. does. For $\lambda=\alpha$ one finds $g^2=4\pi c\,\alpha^2=4\pi\alpha$.

Squaring $G$, with $a^2\equiv a\cdot a$, gives $\mathcal L=\mathcal L_2+\mathcal L_3+\mathcal L_4$:

$$\mathcal L_2=-\tfrac14f^2-\frac{(\partial\cdot a)^2}{2\xi},\qquad \mathcal L_3=-\frac g\xi(\partial\cdot a)\,a^2,\qquad \mathcal L_4=-\frac{g^2}{2\xi}(a^2)^2 .$$

The map $a\to-a$ changes the sign of $\mathcal L_3$, so this gauge breaks charge conjugation and Furry's theorem does not forbid a three-photon vertex.

Under $\delta a_\mu=\partial_\mu\Lambda$ the gauge function changes by $\delta G=(\Box+2g\,a\cdot\partial)\Lambda$. The Faddeev-Popov determinant of this operator depends on $a$, and it is represented by ghosts with Lagrangian $\bar\chi(\Box+2g\,a\cdot\partial)\chi$, up to an overall sign. The ghost vertex has one $\chi$ and one $\bar\chi$, so a ghost line that enters a vertex leaves it again. With only photons outside, the line must close on itself and form a loop. The same holds for a charged particle, whose vertices also have one incoming and one outgoing charged line. A tree with external photons therefore contains only $\mathcal L_3$ and $\mathcal L_4$. The real scattering of light by light comes from the electron loop and lies outside this question.

### (b) Propagator

One rule produces all ingredients. Insert $a=\sum_i z_i\varepsilon_ie^{-ik_i\cdot x}$ into $\mathcal L$, so that $\partial_\mu\to-ik_{i\mu}$ on the $i$-th wave, and read off the coefficient of $z_1z_2\cdots z_n$ at $x=0$. This coefficient counts each way of attaching the $n$ legs once to the $n$ fields. The vertex is $i$ times it, from the factor $i$ in $e^{i\mathcal S}$, and the $x$ integral supplies $(2\pi)^4\delta^4(\sum k_i)$, which is stripped off. The sum of diagrams is $i\mathcal M$. For $n=2$ the coefficient is the kinetic matrix $K$ of $\mathcal S_2=\tfrac12\,aKa$, and the propagator is $iK^{-1}$, as for a single variable, where the weight $e^{iKx^2/2}$ gives $\langle x^2\rangle=1/(-iK)=i/K$.

Take waves $(v,q)$ and $(w,-q)$. Their field strengths are $f^{(1)}_{\mu\nu}=-i(q_\mu v_\nu-q_\nu v_\mu)$ and $f^{(2)}_{\mu\nu}=+i(q_\mu w_\nu-q_\nu w_\mu)$. Since $(-i)(+i)=1$, multiplying out the four products gives $f^{(1)}_{\mu\nu}f^{(2)\mu\nu}=2[q^2\,v\cdot w-(q\cdot v)(q\cdot w)]$. The cross term of a square carries a factor 2, so $-\tfrac14f^2$ contributes $-[q^2\,v\cdot w-(q\cdot v)(q\cdot w)]$, and the gauge term contributes $-\frac1{2\xi}\,2\,(-iq\cdot v)(iq\cdot w)=-\frac1\xi(q\cdot v)(q\cdot w)$. Thus

$$K_{\mu\nu}=-\left[q^2\eta_{\mu\nu}-q_\mu q_\nu\right]-\frac1\xi q_\mu q_\nu=-q^2\left[P^T_{\mu\nu}+\frac1\xi P^L_{\mu\nu}\right],$$

with $P^L_{\mu\nu}=q_\mu q_\nu/q^2$ and $P^T=\eta-P^L$, defined for $q^2\neq0$. With one index raised these obey $P^LP^L=P^L$, because $q^\mu q_\nu q^\nu q_\rho/q^4=q^\mu q_\rho/q^2$. It follows that $P^TP^L=0$ and $P^TP^T=P^T$. The inverse is then taken on each subspace separately:

$$D^{\mu\nu}(q)=-\frac i{q^2}\left[P^T+\xi P^L\right]^{\mu\nu}=-\frac{i}{q^2}\left[\eta^{\mu\nu}-(1-\xi)\frac{q^\mu q^\nu}{q^2}\right].$$

The $i0$ prescription plays no part at $q^2\ne0$. Since $q_\mu P^{T\mu\nu}=0$ and $q_\mu P^{L\mu\nu}=q^\nu$,

$$q_\mu D^{\mu\nu}=-i\xi\,\frac{q^\nu}{q^2},\qquad q_\mu D^{\mu\nu}q_\nu=-i\xi .$$

The doubly contracted propagator has lost its pole and is a constant, which in position space is a contact interaction.

### (c) Vertices

For $\mathcal L_3$, choose which leg sits in $\partial\cdot a$. If it is leg 1, that factor gives $-ik_1\cdot\varepsilon_1$, and the coefficient of $z_2z_3$ in $a\cdot a$ is $2\,\varepsilon_2\cdot\varepsilon_3$, since either leg can fill either field. The prefactor is $i\cdot(-g/\xi)\cdot(-i)\cdot2$, and $i\cdot(-1)\cdot(-i)=i^2=-1$. Summing over the three choices and stripping the polarizations,

$$V_3^{\mu\nu\rho}=-\frac{2g}\xi\left[k_1^\mu\eta^{\nu\rho}+k_2^\nu\eta^{\mu\rho}+k_3^\rho\eta^{\mu\nu}\right].$$

Each momentum carries the index of its own leg. This differs from the Yang-Mills vertex, where a leg's index goes with the momenta of the other legs.

For $\mathcal L_4$, the four legs can be placed in $(a\cdot a)(a\cdot a)$ in $4!=24$ ways. The pairing $(12)(34)$ arises when the pair $12$ sits in the first or in the second bracket (2 ways), in either order (2 ways), with $34$ in either order (2 ways), which makes 8. Three pairings account for all 24. With $i\cdot(-g^2/2\xi)\cdot8$,

$$V_4^{\mu\nu\rho\sigma}=-\frac{4ig^2}\xi\left[\eta^{\mu\nu}\eta^{\rho\sigma}+\eta^{\mu\rho}\eta^{\nu\sigma}+\eta^{\mu\sigma}\eta^{\nu\rho}\right].$$

These counts decide the result: the cancellation in (d) needs $2\times2=8\times\tfrac12$, the two factors 2 coming from the cubic vertices.

Contracting $V_3$ with three polarizations gives terms each proportional to some $k_i\cdot\varepsilon_i$. For transverse legs the three-photon amplitude is zero for any momenta.

### (d) The four-photon amplitude

At order $g^2$ there is one diagram with $V_4$ and there are diagrams with two $V_3$ joined by one propagator. A connected tree of the second kind has two external legs on each vertex, and four legs split into two pairs in three ways, the $s$, $t$ and $u$ channels. The $1/2!$ of second order is cancelled by the two ways of assigning the pairs to the two vertices.

In the $s$ channel, legs 1 and 2 meet the internal line, whose momentum into that vertex is $q=-(k_1+k_2)$, with $q^2=s$. Contract $V_3$ with $\varepsilon_1$ and $\varepsilon_2$, and write $d_i=k_i\cdot\varepsilon_i$:

$$J_{12}^\rho=-\frac{2g}\xi\left[d_1\varepsilon_2^\rho+d_2\varepsilon_1^\rho+q^\rho\,\varepsilon_1\cdot\varepsilon_2\right].$$

At the other vertex the internal momentum coming in is $-(k_3+k_4)=k_1+k_2=-q$, by momentum conservation:

$$J_{34}^\sigma=-\frac{2g}\xi\left[d_3\varepsilon_4^\sigma+d_4\varepsilon_3^\sigma-q^\sigma\,\varepsilon_3\cdot\varepsilon_4\right].$$

Forgetting this sign makes the exchange add to the contact term instead of cancelling it. For transverse legs all $d_i$ vanish and both currents point along $q$. Then

$$i\mathcal M_s=J_{12}^\rho D_{\rho\sigma}J_{34}^\sigma=\frac{4g^2}{\xi^2}(\varepsilon_1\cdot\varepsilon_2)(\varepsilon_3\cdot\varepsilon_4)\,(-q\cdot D\cdot q)=\frac{4ig^2}\xi(\varepsilon_1\cdot\varepsilon_2)(\varepsilon_3\cdot\varepsilon_4),$$

using $-q\cdot D\cdot q=+i\xi$. The vertices are symmetric in their legs, so the other channels follow by relabelling:

$$\mathcal M_t=\frac{4g^2}\xi(\varepsilon_1\cdot\varepsilon_3)(\varepsilon_2\cdot\varepsilon_4),\qquad \mathcal M_u=\frac{4g^2}\xi(\varepsilon_1\cdot\varepsilon_4)(\varepsilon_2\cdot\varepsilon_3).$$

The contact diagram is $V_4$ contracted with the four polarizations and divided by $i$:

$$\mathcal M_4=-\frac{4g^2}\xi\left[(\varepsilon_1\cdot\varepsilon_2)(\varepsilon_3\cdot\varepsilon_4)+(\varepsilon_1\cdot\varepsilon_3)(\varepsilon_2\cdot\varepsilon_4)+(\varepsilon_1\cdot\varepsilon_4)(\varepsilon_2\cdot\varepsilon_3)\right].$$

Each exchange diagram removes one term of the bracket, so

$$\mathcal M=\mathcal M_s+\mathcal M_t+\mathcal M_u+\mathcal M_4=0$$

for every $\lambda$ and every $\xi\neq0$.

Three assumptions were used: momentum conservation, $k_i\cdot\varepsilon_i=0$, and $s,t,u\neq0$ so that the propagator exists. The condition $k_i^2=0$ was never used, so the statement is stronger than the question requires: the amputated four-point function vanishes between transverse vectors also off shell. The mass shell matters for the interpretation. It makes $\mathcal M$ a scattering amplitude, and it makes transversality stable under the gauge shift $\varepsilon\to\varepsilon+\beta k$, which changes $d$ by $\beta k^2$. The third assumption is harmless. No diagram has a pole in $s$, $t$ or $u$, so $\mathcal M$ is zero at every angle strictly between $0$ and $180^\circ$, and its forward limit $t\to0$ and backward limit $u\to0$ are zero too. The absence of the pole agrees with (c), since the residue of a pole for an exchanged physical photon would be a product of two three-photon amplitudes, both zero.

As $\xi\to\infty$ each diagram goes to zero like $1/\xi$, as the gauge-fixing term is switched off. As $\xi\to0$ each diagram diverges like $1/\xi$ while the sum stays zero, and part (f) handles $\xi=0$ itself.

For every $\lambda$ and every $\xi\neq0$, the four-photon tree amplitude vanishes between transverse legs, because the exchange diagrams cancel the contact diagram. What remains is to treat a non-transverse leg and polarization sums, $\xi=0$ and any number of photons, the classical field, and a numerical example.
